\section*{Why nonlocal vdW-DF correlation has no PAW one-centre split, part 2}

PAW corrects semilocal energies with one-centre terms. For the nonlocal correlation energy $E^{\rm nl}$ of vdW-DF such a correction fails, and the question is how well a smooth density alone serves. Hartree atomic units are used, with spin-unpolarised densities. $A$ is the augmentation sphere of radius $r_c$, $B$ its exterior. The smooth density $\tilde n$ equals the all-electron (AE) density $n$ in $B$. With $s=|\mathbf r-\mathbf r'|$ and primes marking the second point, $E^{\rm nl}=\tfrac12\iint n\,\phi(qs,q's)\,n'$, where $q=k_F(1-Z_{ab}\sigma^2/9)-\frac{4\pi}{3}\varepsilon_c^{\rm LDA}$, $k_F=(3\pi^2n)^{1/3}$, $\sigma=|\nabla n|/2k_Fn$. At fixed $q,q'$ the sum rule $\int s^2\phi\,ds=0$ holds. Splitting space gives $E^{\rm nl}=E_{AA}+E_{AB}+E_{BB}$ and
\begin{align}
&E^{\rm nl}[n]-E^{\rm nl}[\tilde n]-\big(E_{AA}[n]-E_{AA}[\tilde n]\big)=\Delta,\label{split}\\
&\Delta=E_{AB}[n]-E_{AB}[\tilde n]=\int_B n'\int_A\big[n\,\phi(qs,q's)-\tilde n\,\phi(\tilde qs,q's)\big].
\end{align}
A sphere-restricted correction misses $\Delta$. For $d=qs$ and $d'=q's$ both $\gg1$, with $\nu=\omega s^2$, $\omega=q^2/2\gamma$, $\gamma=4\pi/9$,
\begin{equation}
\phi\to\frac{2}{\pi^2}\cdot\frac23\Big[0-\frac{9\pi^2}{4}\Big]\frac{1}{2\nu\nu'(\nu+\nu')}=-\frac{3}{2\,\omega\omega'(\omega+\omega')\,s^6},\label{tail}
\end{equation}
so at long range $A$ acts through the polarisability $\alpha_A(iu)=\int_A n\,d^3r/(\omega^2+u^2)$. As $u\to\infty$, $u^2\alpha_A\to N_A$, the charge in $A$. $\delta\rho$ is the AE-minus-smooth difference in charge in $A$ per unit frequency $\omega$.

The example is a frozen LDA sodium atom, $r_c=2.5$ bohr, evaluated with vdW-DF1 and unsaturated $q$. The valence density is always smoothed at $r_c$. The core is smoothed at $1.0$, $1.5$ or $2.5$ bohr (pc1.0, pc1.5, pc2.5) or dropped (val, which therefore also lacks $0.034$ core electrons in $B$). The variant comp is pc2.5 plus a compensation charge $\hat n\propto(1-r^2/r_c^2)^3$ of $7.795$ electrons, restoring $N_A$. The surroundings are added electron gas with $r_s=4$ bohr, ending between 8 and 10 bohr: the shell rises between 3 and 5 bohr and leaves $A$ untouched, while the overlapping gas also fills $A$.

Q: Is the polarisability picture quantitative?

A: At long range, yes. Place a unit probe with $q'=0.5$ bohr$^{-1}$ at $R=20$ bohr, so $d'\approx10$. The angular average of $s^{-6}$ is $(2rR)^{-1}\int s^{-5}ds=[(R-r)^{-4}-(R+r)^{-4}]/8rR$. Eq.~(\ref{tail}) with this average gives $R^6E=-66.61$ Ha\,bohr$^6$ for AE, against $-66.60$ from the full kernel. The full kernel gives $-76.10$ for pc2.5 and $-47.20$ for comp, which are $14\%$ too strong and $29\%$ too weak relative to AE. The static values $\alpha_A(0)=4.74$, $5.41$ and $2.99$ bohr$^3$ have the same order. The variant comp matches AE as $u\to\infty$, as tested. At $u=10$ Ha, $u^2\alpha_A$ is already $9.4$ for comp and $6.2$ for AE, both heading for $10.13$. The largest AE frequency on the radial grid, in a Gaussian basis without a nuclear cusp, is $29.77^2/(2\times1.396)\approx317$ Ha, while comp stops at $q=3.61$ bohr$^{-1}$, or $4.7$ Ha.

\section*{The smooth density in practice}

Q: If the split fails, why should pseudo valence plus pseudo core be usable at all?

A: At long range the reason is that the static response weights charge by $1/\omega^2\propto q^{-4}$. This argument concerns the tail only; the short-range errors are measured separately below. Where $q\approx k_F$, at high density and moderate $\sigma$,
\begin{equation}
\frac{n}{\omega^2}\approx\frac{4\gamma^2n}{(3\pi^2n)^{4/3}}=\frac{4\gamma^2}{(3\pi^2)^{4/3}}\,n^{-1/3}.
\end{equation}
The response per unit volume falls as the density rises, and the inner core has little volume. What has to be right for the static response is $q$ in the outer part of the sphere, and there the core density and its gradient enter. At $r=2$ bohr AE has $q=1.086$ bohr$^{-1}$, so $\omega=1.086^2/2.793=0.422$ Ha and $1/\omega^2=5.6$ bohr$^3$ per electron. The pseudo-core variants have $q$ between $1.05$ and $1.10$ bohr$^{-1}$. The variant val has $q=0.577$ bohr$^{-1}$, $\omega=0.119$ Ha and $70$ bohr$^3$ per electron. Its $q$ is nearly flat ($0.563$ bohr$^{-1}$ at 1 bohr), and its $0.1935$ electrons give $\alpha_A(0)=13.99$ bohr$^3$, or $72$ each, three times what the $10.13$ AE electrons give together. For comp the added charge raises $q(2)$ to $1.783$ bohr$^{-1}$, and $\alpha_A(0)$ falls below AE.

For two free atoms, $C_6=\tfrac32\iint nn'/[\omega\omega'(\omega+\omega')]$ is $1480$ Ha\,bohr$^6$ for AE in this Gaussian basis (a B-spline radial basis gives $1479$, a shift of $0.02\%$), and the frequency integral reproduces the double sum. Relative to this, pc1.0 and pc1.5 are within $0.1\%$, pc2.5 is $1.4\%$ high, comp $2.6\%$ low and val $16\%$ high. The errors of the variants with a core are small because they differ from AE only in $A$. The sphere holds $4.74$ of the $170.8$ bohr$^3$ of static response, under $3\%$, but its share of $C_6$ is larger: the terms that involve a sphere on either atom make up about $9\%$. That share turns the probe errors of $14\%$ and $29\%$ into $C_6$ errors close to the $1.4\%$ and $2.6\%$ above. These fractions belong to this atom and radius, and the percentages should not be carried to atoms whose response lies mostly inside $r_c$. For val the excess $184.0-170.8=13.2$ bohr$^3$ has $9.3$ inside $A$ and $3.9$ outside, where the core tail is the sole difference from AE.

Q: I measure energy differences between structures. What is the error there?

A: Let $\delta$ denote the change from the free atom to the atom in the gas, and ${\rm err}=\delta E^{\rm nl}[\tilde n]-\delta E^{\rm nl}[n]$. Taking $\delta$ of Eq.~(\ref{split}) and reversing the sign,
\begin{equation}
{\rm err}=-\delta\Delta-\delta\big(E_{AA}[n]-E_{AA}[\tilde n]\big).\label{err}
\end{equation}
If $A$ is unchanged the second term is zero. Adding a sphere-restricted one-centre correction removes it in any case and leaves $-\delta\Delta$. In mHa:

\begin{center}
\begin{tabular}{lrrr}
 & shell & overlap & overlap, $AA$ added\\
pc1.0 & $-0.012$ & $-0.050$ & $-0.048$\\
pc1.5 & $-0.092$ & $-0.092$ & $-0.193$\\
pc2.5 & $-0.700$ & $+0.109$ & $-0.655$\\
comp & $-0.461$ & $-3.072$ & $-2.434$\\
val & $+1.454$ & $+2.762$ &
\end{tabular}
\end{center}

The AE change for the shell is $61.9$ mHa, of which $67.1$ is the $BB$ block, common to AE and all variants with a core, and $-5.18$ is the $AB$ block. The $AB$ change is the fair yardstick. The shell errors are $0.2\%$, $1.8\%$ and $14\%$ of it for pc1.0, pc1.5 and pc2.5, or $-0.3$, $-2.5$ and $-19$ meV. In both surroundings val, with $40$ and $75$ meV, is worse than pc1.0, pc1.5 and pc2.5, which was tested. The variant comp is worse still in the overlapping gas, with $-84$ meV.

Q: The pc2.5 entry for the overlapping gas looks as good as pc1.5.

A: It is a cancellation, and Eq.~(\ref{err}) exposes it. There $\delta\Delta=0.530+0.125=0.655$ mHa, so the omitted $AA$ term contributes $0.109+0.655=+0.764$ mHa. Two pieces six to seven times the net error nearly cancel. For pc1.5 the pieces are $-0.193$ and $+0.101$ mHa, and for pc1.0 they are $-0.048$ and $-0.002$ mHa. Adding the one-centre term alone thus makes pc2.5 six times worse and pc1.5 twice as bad, changes pc1.0 little, and improves comp by about a fifth. The opposite signs for pc2.5 and pc1.5 are a result for these densities and not a rule, since for pc1.0 and comp the two pieces have the same sign.

Q: Could I judge a dataset by its $\alpha_A(0)$ or $C_6$?

A: The numbers say no. The variant pc1.5 has $\alpha_A(0)=4.745$ bohr$^3$, closer to the AE $4.738$ than the $4.701$ of pc1.0, yet its shell error is eight times larger. At $u=10$ Ha the order is reversed: $0.0521$ and $0.0617$ against $0.0621$ bohr$^3$. One point of $\alpha_A(iu)$ is one condition on $\delta\rho$. The signs at short range can also differ from the long-range ones. The variant comp attracts the distant probe with $q'=0.5$ bohr$^{-1}$ too weakly, but its shell error is negative, and smaller in size than that of pc2.5. The variant val has too large an $\alpha_A$ at $u=0$ ($13.99$ against $4.74$ bohr$^3$) and too small a one at $u=1$ Ha ($0.19$ against $1.07$ bohr$^3$), so it over-attracts only a distant probe of low frequency. Its shell error is positive, but it also contains a change of the $BB$ block from the missing core tail, which was not separated. Eq.~(\ref{tail}) needs $d,d'\gg1$, and for val $q\approx0.57$ bohr$^{-1}$ gives $d$ between 1 and 3 at separations of 2 to 5 bohr, so the tail formula does not apply. The free-atom $AB$ blocks are $+1.68$ (val), $-0.53$ (AE) and $-2.43$ mHa (comp), so even the sign of the coupling across the sphere boundary depends on the smooth density. These densities differ in the amount and placement of charge as well as in $q$, so the order cannot be assigned to $q$ alone.

Q: Does a harder pseudo core approach the all-electron answer, and is that answer itself well defined?

A: Of the three core radii tested, a smaller one gives a smaller $|{\rm err}|$ in both surroundings, while the largest $q$ in the sphere rises from $2.6$ to $5.8$ bohr$^{-1}$. The trend is not monotonic in between: in the overlapping gas the error changes sign between pc2.5 and pc1.5, passing through zero a little above $2.25$ bohr. It is about $-0.01$, $-0.08$ and $-0.10$ mHa at $2.25$, $2.0$ and $1.75$ bohr, so at $1.75$ bohr it is larger in size than at $1.5$ bohr. The valence density is still smoothed at $r_c$, so nothing forces the error to zero as the core radius shrinks. The reference depends on a convention. When the kernel is interpolated on a finite mesh in $q$, one replaces $q$ by $q_c[1-\exp(-\sum_{m=1}^{12}(q/q_c)^m/m)]$. With $q_c=5$ bohr$^{-1}$ on the AE density, $\alpha_A(0)$ rises by $0.7\%$ to $4.773$ bohr$^3$, $\alpha_A$ at $u=10$ Ha rises by $20\%$ to $0.0748$ bohr$^3$, and $C_6$ by $0.1\%$. The static shift is about as large as the deviation of pc1.0 from AE, so a comparison at that level must state whether $q$ is saturated. The embedding errors above were not recomputed with saturation. Absolute values of $E^{\rm nl}$ depend strongly on the smoothing, $91$, $71$ and $31$ mHa for the three cores against $120$ mHa for AE, so values of $E^{\rm nl}$ computed with different pseudo cores cannot be subtracted directly.

\section*{Computed results}
\begin{verbatim}
inputs: Z=11, rc=2.5 bohr, r_s=4.0 bohr, n0=0.003730 bohr^-3, Z_ab=-0.8491
gas: shell rises 3-5 bohr; both fall 8-10 bohr; grid ends 18 bohr; pcX: r_core=X bohr
gamma=1.39626, 12 gamma^3=32.6650 (dimensionless)
LDA levels 1s,2s,2p,3s: -37.7198 -2.0631 -1.0603 -0.10347 Ha
kinetic energy 160.895 Ha, virial residual -4.4e-05 Ha
phi/asymptote at d=14,d'=20: 0.999999; worst sum-rule residual 3.2e-06
AE core charge outside rc 0.03411 e; Q_hat 7.7951 e
electrons added by shell: 10.424 e
electrons added by overlap: 11.451 e
semilocal E[n]-E[pc1.5]: all space -10.395028 Ha, sphere only -10.395028 Ha
Hartree potential of A at 4 bohr (AE, pc2.5, comp): 2.533073 0.584286 2.533073 Ha
AE: N_A=10.1323 e, q(1),q(2)=2.749 1.086, max q in A=29.77 bohr^-1
pc1.0: N_A=7.8920 e, q(1),q(2)=2.751 1.097, max q in A=5.82 bohr^-1
pc1.5: N_A=5.9048 e, q(1),q(2)=2.622 1.097, max q in A=4.56 bohr^-1
pc2.5: N_A=2.3371 e, q(1),q(2)=1.919 1.050, max q in A=2.61 bohr^-1
comp: N_A=10.1323 e, q(1),q(2)=2.917 1.783, max q in A=3.61 bohr^-1
val: N_A=0.1935 e, q(1),q(2)=0.563 0.577, max q in A=0.58 bohr^-1
AE: alpha_A(u=0,1,10 Ha)=4.7378 1.0732 0.06210, alpha(0)=170.82 bohr^3, C6=1479.6 Ha bohr^6
pc1.0: alpha_A(u=0,1,10 Ha)=4.7008 1.0871 0.06166, alpha(0)=170.78 bohr^3, C6=1478.8 Ha bohr^6
pc1.5: alpha_A(u=0,1,10 Ha)=4.7453 1.1159 0.05211, alpha(0)=170.83 bohr^3, C6=1480.4 Ha bohr^6
pc2.5: alpha_A(u=0,1,10 Ha)=5.4118 1.1067 0.02297, alpha(0)=171.49 bohr^3, C6=1500.6 Ha bohr^6
comp: alpha_A(u=0,1,10 Ha)=2.9939 1.8064 0.09442, alpha(0)=169.07 bohr^3, C6=1441.6 Ha bohr^6
val: alpha_A(u=0,1,10 Ha)=13.9933 0.1909 0.00194, alpha(0)=184.01 bohr^3, C6=1713.0 Ha bohr^6
AEsat5: alpha_A(u=0,1,10 Ha)=4.7732 1.1079 0.07483, alpha(0)=170.85 bohr^3, C6=1481.0 Ha bohr^6
C6(AE) by Casimir-Polder 1479.6 Ha bohr^6
probe q'=0.5 bohr^-1, R=20 bohr, AE: R^6 E full -66.595, London -66.612 Ha bohr^6
probe q'=0.5 bohr^-1, R=20 bohr, pc2.5: R^6 E full -76.099, London -76.118 Ha bohr^6
probe q'=0.5 bohr^-1, R=20 bohr, comp: R^6 E full -47.195, London -47.203 Ha bohr^6
free AE: AA 116.206 AB -0.5254 BB 4.2548 total 119.935 mHa
free pc1.0: AA 87.269 AB -0.5599 BB 4.2548 total 90.964 mHa
free pc1.5: AA 66.909 AB -0.6049 BB 4.2548 total 70.559 mHa
free pc2.5: AA 27.324 AB -0.4003 BB 4.2548 total 31.178 mHa
free comp: AA 99.377 AB -2.4333 BB 4.2548 total 101.198 mHa
free val: AA 1.467 AB 1.6797 BB 4.2934 total 7.441 mHa
Delta pc1.0 (free, shell, overlap): 0.0345 0.0463 0.0829 mHa
Delta pc1.5 (free, shell, overlap): 0.0794 0.1713 0.2724 mHa
Delta pc2.5 (free, shell, overlap): -0.1251 0.5753 0.5300 mHa
Delta comp (free, shell, overlap): 1.9079 2.3686 4.3418 mHa
split residual pc2.5 shell, other grid 0.5759 mHa; mismatch 0.0006 mHa
err pc2.5 shell, other grid -0.7004 mHa
AE dE_nl shell: total 61.902 mHa = 1684.4 meV; AA 0.0000 AB -5.1760 BB 67.078 mHa
AE dE_nl overlap: total 63.511 mHa = 1728.2 meV; AA 2.2423 AB -7.6781 BB 68.947 mHa
err pc1.0: shell -0.0119 mHa = -0.32 meV; overlap -0.0502 mHa = -1.36 meV
err pc1.5: shell -0.0919 mHa = -2.50 meV; overlap -0.0923 mHa = -2.51 meV
err pc2.5: shell -0.7004 mHa = -19.06 meV; overlap 0.1090 mHa = 2.97 meV
err comp: shell -0.4608 mHa = -12.54 meV; overlap -3.0724 mHa = -83.61 meV
err val: shell 1.4538 mHa = 39.56 meV; overlap 2.7617 mHa = 75.15 meV
err pc1.0 overlap with AA term added: -0.0484 mHa = -1.32 meV
err pc1.5 overlap with AA term added: -0.1930 mHa = -5.25 meV
err pc2.5 overlap with AA term added: -0.6551 mHa = -17.83 meV
err comp overlap with AA term added: -2.4340 mHa = -66.23 meV
\end{verbatim}
